# Gate-Induced Charge in a Layered Semiconductor: Geometric Decay and Its Limits

## Two layers

Take two thin conducting layers a distance $d$ apart beside a gate with charge $\sigma_G$ per area. Both layers touch the same contact, which supplies the charge $\sigma_1+\sigma_2=-\sigma_G$. Layer 1 is nearer the gate.

Two relations fix how the charge divides. First, each layer responds to its own electrostatic potential by $\sigma_n=-C_q\phi_n$, where $C_q$ is its quantum capacitance per area. Second, the gap between the layers is a capacitor $C_g$, and its field is set by all the charge on the gate side of it:

$$C_g(\phi_1-\phi_2)=\sigma_G+\sigma_1=-\sigma_2 .$$

Putting $\phi_n=-\sigma_n/C_q$ on the left gives $(C_g/C_q)(\sigma_2-\sigma_1)=-\sigma_2$. With $s=C_q/C_g$ this is $\sigma_2-\sigma_1=-s\sigma_2$, so

$$\frac{\sigma_2}{\sigma_1}=\frac{1}{1+s}.$$

Layer 1 screens the gate incompletely, because taking up charge costs Fermi energy. What it leaves unscreened reaches layer 2. In a deep stack this repeats at each layer and gives a geometric series. In a finite stack the last layer disturbs the series.

## Model and conventions

Gaussian units are used. Layers $n=1,\dots,N$ are thin parallel sheets with equal spacing $d$ in a medium of out-of-plane dielectric constant $\kappa$. There is no field behind the gate or beyond layer $N$. The stack is in equilibrium with a contact, so all layers share one electrochemical potential $\mu$. The symbol $\sigma_n$ means the change of layer charge caused by the gate; fixed dopants neutralise the layer when $\sigma_n=0$. The potential $\phi_n$ is measured from the value at which layer $n$ would be neutral at the given $\mu$.

**Geometric capacitance.** A displacement field $4\pi Q$ produces the electric field $4\pi Q/\kappa$ and the potential drop $4\pi Qd/\kappa$. Hence

$$C_g=\frac{\kappa}{4\pi d}.$$

**Quantum capacitance.** Let carriers have mass $m$ and spin-valley degeneracy $g$. In area $A$, each plane-wave state occupies $(2\pi)^2/A$ of wave-vector space, so a filled circle of radius $k$ holds the density $g\pi k^2/(2\pi)^2=gk^2/(4\pi)$. With $k^2=2mE/\hbar^2$ the density is $gmE/(2\pi\hbar^2)$, and the density of states is constant:

$$D=\frac{gm}{2\pi\hbar^2}.$$

Let $u_n$ be the Fermi energy measured from the band edge of layer $n$, counted positive into the band. For carriers of charge $q=\pm e$, a potential $\phi_n$ raises the carrier's band edge by $q\phi_n$ and changes $u_n$ by $-q\phi_n$. The density changes by $-Dq\phi_n$ and the charge by $q$ times that:

$$\sigma_n=-C_q\phi_n,\qquad C_q=e^2D=\frac{gme^2}{2\pi\hbar^2}.$$

The sign is the same for electrons and holes because $q$ enters squared. At zero temperature this relation is linear as long as the layer keeps some carriers.

**Temperature.** With Fermi–Dirac occupation,

$$n(u)=\int_0^\infty\frac{D\,dE}{1+e^{(E-u)/k_BT}}=Dk_BT\ln\!\left(1+e^{u/k_BT}\right),$$

so $dn/du=D/(1+e^{-u/k_BT})$. The first formula gives $1+e^{u/k_BT}=e^{n/(Dk_BT)}$. Since $1/(1+e^{-x})=1-1/(1+e^x)$, a layer with doping density $n_0$ has, for a small gate charge,

$$C_q(T)=e^2D\left[1-e^{-n_0/(Dk_BT)}\right].$$

Equal doping therefore gives every layer the same constant $C_q(T)$. In an undoped stack the density falls with depth, and so does the capacitance; the assumption of a constant $C_q$ then fails at finite temperature.

## The recurrence

Gauss's law for the gap between layers $n$ and $n+1$ reads

$$C_g(\phi_n-\phi_{n+1})=\sigma_G+\sum_{j=1}^{n}\sigma_j,\qquad 1\le n\le N-1 .$$

Subtract the same equation for the preceding gap. The sums differ by $\sigma_n$ alone:

$$C_g(-\phi_{n-1}+2\phi_n-\phi_{n+1})=\sigma_n=-C_q\phi_n .$$

Division by $-C_g$ and collection of terms give

$$\phi_{n+1}-(2+s)\phi_n+\phi_{n-1}=0,\qquad s=\frac{C_q}{C_g}=\frac{2gme^2d}{\kappa\hbar^2}.$$

## Deep stack: the geometric law

Try $\phi_n\propto r^n$. Division by $r^n$ gives

$$r+\frac1r=2+s,\quad\text{or}\quad r^2-(2+s)r+1=0 .$$

The product of the roots is 1, so for $s>0$ one root grows and one decays. Deep layers must be neutral, which selects

$$r=1+\frac s2-\sqrt{s+\frac{s^2}{4}} .$$

Under the root stands $(1+s/2)^2-1=s+s^2/4$.

As $n\to\infty$ the potential differences vanish, and Gauss's law then requires the total layer charge to be $-\sigma_G$. The geometric sum is $\sigma_1/(1-r)$, so

$$\boxed{\sigma_n=-\sigma_G(1-r)\,r^{\,n-1}}$$

The first gap, which the recurrence does not contain, must also be satisfied. Its left side is $C_g\phi_1(1-r)=-\sigma_1(1-r)/s$. Its right side is $\sigma_G+\sigma_1=-\sigma_1/(1-r)+\sigma_1=-\sigma_1r/(1-r)$. They agree if $(1-r)^2=sr$, which is the quadratic rewritten.

For weak screening per layer, write $r=e^{-\lambda}$. Then $s=e^\lambda+e^{-\lambda}-2=[2\sinh(\lambda/2)]^2$, hence

$$2\sinh(\lambda/2)=\sqrt s .$$

When $s\ll1$, $\lambda\approx\sqrt s$ and the decay length is

$$\frac d\lambda\approx\frac{d}{\sqrt s}=\sqrt{\frac{\kappa}{4\pi e^2(D/d)}} .$$

This is the Thomas–Fermi length of a continuum with density of states $D/d$ per volume.

For strong screening, write the quadratic as $r=1/(2+s-r)$. Since $0<r<1$,

$$\frac1{2+s}<r<\frac1{1+s},$$

so $r\approx1/s$ when $s\gg1$.

## Finite stack: the correction

The last gap carries the field of layer $N$ alone. Neutrality gives

$$C_g(\phi_{N-1}-\phi_N)=-\sigma_N=C_q\phi_N,$$

or $\phi_{N-1}=(1+s)\phi_N$. The recurrence at $n=N$ would give the same equation if a fictitious layer had $\phi_{N+1}=\phi_N$. The solution is therefore even about $N+\tfrac12$:

$$\sigma_n=B\cosh\!\left[(N-n+\tfrac12)\lambda\right].$$

To find $B$, set $k=N-n+1$ and use

$$2\sinh\frac\lambda2\cosh\!\left[(k-\tfrac12)\lambda\right]=\sinh(k\lambda)-\sinh[(k-1)\lambda].$$

Summed over $k=1,\dots,N$, the right side telescopes to $\sinh(N\lambda)$. Neutrality then gives

$$\sigma_n=-\sigma_G\,\frac{2\sinh(\lambda/2)\cosh[(N-n+\frac12)\lambda]}{\sinh(N\lambda)} .$$

The last gap and the recurrence together reproduce every other gap equation, so nothing remains to be imposed. Substitution of $r=e^{-\lambda}$ shows the departure from the geometric law as a factor:

$$\sigma_n=-\sigma_G(1-r)r^{n-1}\;\frac{1+r^{2(N-n)+1}}{1-r^{2N}} .$$

The last ratio is $\sigma_N/\sigma_{N-1}=1/(1+s)$, which exceeds $r$. With no layer behind it to take up the remaining field, the last layer holds more than its geometric share.

For code, this last form avoids large hyperbolic functions. The equivalent root $r=1/[1+s/2+\sqrt{s+s^2/4}]$ avoids subtracting nearly equal numbers when $s$ is large.

## What the gate sees

For the deep stack, the mean distance of the induced charge behind layer 1 is

$$\bar z=d(1-r)\sum_{n=1}^{\infty}(n-1)r^{n-1}=d(1-r)\frac{r}{(1-r)^2}=\frac{dr}{1-r}.$$

The potential of layer 1 is $\phi_1=-\sigma_1/C_q=(1-r)\sigma_G/C_q$. The stack thus acts as a capacitance

$$C_{\rm stack}=\frac{\sigma_G}{\phi_1}=\frac{C_q}{1-r}$$

in series with the insulator between the gate and the plane of layer 1. From $(1-r)^2=sr$ one has $C_q/(1-r)=C_g(1-r)/r=\kappa/(4\pi\bar z)$. The same capacitance would result from a perfect metal sheet at the centroid.

## Worked example

The inputs are rough, rounded values in the regime of degenerately p-doped few-layer WSe₂: $m=0.40\,m_0$, $g=2$, $d=0.65$ nm, $\kappa=7$, $N=6$, doping $n_0=2.0\times10^{13}$ cm⁻² per layer. A negative gate induces $5.0\times10^{12}$ holes per cm².

The density of states is $D=1.671\times10^{14}$ eV⁻¹cm⁻². In engineering units the capacitances are $C_q=e^2D=26.8$ µF/cm² and $C_g=\kappa\varepsilon_0/d=9.54$ µF/cm², so $s=2.81$. Then

$$r=1+1.404-\sqrt{2.808+1.971}=0.218 .$$

Layer 1 takes the fraction $1-r=0.782$. The induced hole densities are:

| Layer | Finite stack (cm⁻²) | Geometric law (cm⁻²) |
|---|---|---|
| 1 | $3.91\times10^{12}$ | $3.91\times10^{12}$ |
| 2 | $8.52\times10^{11}$ | $8.52\times10^{11}$ |
| 3 | $1.86\times10^{11}$ | $1.86\times10^{11}$ |
| 4 | $4.05\times10^{10}$ | $4.04\times10^{10}$ |
| 5 | $8.90\times10^{9}$ | $8.81\times10^{9}$ |
| 6 | $2.34\times10^{9}$ | $1.92\times10^{9}$ |

The end correction is largest in layer 6, where the factor is close to $1+r=1.22$. The last ratio is $1/(1+s)=0.263$.

The decay length $d/\ln(1/r)$ is 0.43 nm, less than one spacing. The continuum estimate $d/\sqrt s$ is 0.39 nm, about 9% below it. The centroid lies 0.18 nm behind layer 1, and $C_{\rm stack}=26.77/0.7821=34.2$ µF/cm². The band edge of layer 1 shifts by $3.91\times10^{12}/1.671\times10^{14}$ eV $=23$ meV, against a Fermi energy $n_0/D=120$ meV from doping.

With the gate reversed, the zero-temperature law holds until layer 1 is empty. That happens at a total removed density $n_0/(1-r)=2.6\times10^{13}$ cm⁻².

## Effects left out

**Temperature.** At 300 K, $k_BT=25.9$ meV and $C_q(T)/C_q(0)=0.990$. At finite temperature $n(u)$ is also nonlinear, which matters once the gate charge is not small. Solving Gauss's law together with Fermi–Dirac occupation numerically, by a least-squares root search for the six $u_n$, gives $\sigma_2/\sigma_1=0.219$ in accumulation and 0.221 in depletion, at the same magnitude of gate charge. Doping keeps the law nearly intact here.

The same calculation for an undoped stack, with the same induced density and temperature, gives $\sigma_2/\sigma_1=0.323$. The thinly populated layers have a smaller $dn/du$ and screen less well, so layer 1 holds only 0.58 of the induced charge. This ratio is not a fixed decay constant. It depends on the number of layers (0.34 for four, 0.31 for twelve) and on temperature: at 77 K it is 0.21, while layer 1 holds 0.74.

**Hopping between layers.** Let $H$ be the matrix of layer band edges and interlayer hopping, with eigenvalues $E_k$ and eigenvectors $c_{ik}$. Assume that all layers have the same in-plane mass and that hopping does not depend on in-plane momentum. If every subband is occupied at $T=0$,

$$n_i=D\sum_k|c_{ik}|^2(\mu-E_k)=D(\mu-H_{ii}),$$

because $\sum_k|c_{ik}|^2=1$ and $\sum_k c_{ik}E_kc_{ik}^*=H_{ii}$. The off-diagonal hopping has dropped out. For nearest-neighbour hopping $t$, its eigenvalues are smaller than $2t$ in magnitude, so it suffices that every $u_n$, taken from the layer's own band edge, exceeds $2t$.

For a model stack with equal band edges in all layers and a rough $t=20$ meV, $2t=40$ meV is well below 120 meV. The numerical ratio at 300 K in accumulation is 0.218. For contrast, $t=200$ meV empties some subbands. Near zero temperature the share of layer 1, taken as the difference between gated and ungated stacks, then falls from 0.782 to 0.726. In 2H-stacked WSe₂ the band edges at $K$ for a given spin and valley alternate between layers, by a spin–orbit splitting larger than the Fermi energy here. Some subbands then stay empty, and the cancellation is only approximate.

**Exchange.** In unscreened Hartree–Fock at $T=0$, a carrier at the Fermi circle has the exchange energy

$$\mu_x=-\int_{q<k_F}\frac{d^2q}{(2\pi)^2}\frac{2\pi e^2}{\kappa_x|\mathbf k_F-\mathbf q|}.$$

In polar coordinates about $\mathbf k_F$, the area element cancels the denominator. What remains is the chord length integrated over angle, $\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=4k_F$. Thus $\mu_x=-2e^2k_F/(\pi\kappa_x)$. Since $k_F=\sqrt{4\pi n/g}$ has $dk_F/dn=k_F/(2n)$,

$$\delta\!\left(\frac1{C_q}\right)=\frac1{e^2}\frac{d\mu_x}{dn}\bigg|_{n_0}=-\frac{k_F}{\pi\kappa_xn_0}.$$

For in-plane separations in an anisotropic medium, $\kappa_x=\sqrt{\kappa\kappa_\parallel}$. A rough $\kappa_\parallel=15$ cuts $1/C_q$ by 42%, which lowers $r$ to 0.15. Screening of exchange, and correlation, are omitted.

**Layer thickness.** Spread the charge of each layer uniformly over a width $w<d$. The mean distance between two points in the slab is $w/3$. A sheet has potential $-(2\pi/\kappa)\sigma|z|$, so the layer's average potential gains $-(2\pi/\kappa)\sigma_nw/3$ relative to the thin-sheet model. Potentials between different layers are unchanged on average, because the slabs do not overlap. Inserting the extra term in $\sigma_n/C_q=-\phi_n$ gives

$$\delta\!\left(\frac1{C_q}\right)=-\frac{2\pi w}{3\kappa},$$

a fractional cut $sw/(6d)$. For a rough $w=0.30$ nm this is 22%, and $r=0.185$. Adding the two cuts would leave $1-0.419-0.216=0.365$ of $1/C_q$ and give $r=0.10$. This overstates their joint effect, because spreading the charge also weakens the exchange within a layer.

For small gate charge, exchange and thickness keep the geometric form while changing its ratio. If they made $1/C_q$ negative, $s$ would be negative too. For $-4<s<0$ the roots lie on the unit circle, and a deep stack is unstable in this model. Layer charges alternating as $\pm\sigma$, with half that magnitude on the two end layers, put $\pm\sigma/2$ on the gap capacitors and change the energy per layer and area by $(\sigma^2/2)[1/C_q+1/(4C_g)]$, which is then negative. For $s<-4$ the decaying root is negative and the induced charge alternates in sign.

## Use for real devices

Few-layer WSe₂ serves as a p-type channel, but the doping chosen here is heavy: $2\times10^{13}$ cm⁻² per 0.65 nm is about $3\times10^{20}$ cm⁻³. It is closer to a doped contact region than to a lightly doped channel. In a lightly doped channel at 300 K, $C_q$ lies below its zero-temperature value, and it varies from layer to layer once the gate charge is no longer small against the doping. In the undoped calculation the first ratio is 0.32 instead of 0.22. A second valence band lies at $\Gamma$. In stacks of several layers its edge is close to or above the edge at $K$, so at this doping it is likely to be partly filled, and the example with $K$ holes alone is a model rather than a description of six-layer WSe₂. If hopping at $\Gamma$ were weak enough for all its subbands to be occupied, a rough mass $1.0\,m_0$ and degeneracy 2 would multiply $C_q$ by $1+2(1.0)/[2(0.40)]=3.5$ and lower $r$ to 0.085, with exchange and thickness left out. In WSe₂, however, $\Gamma$ states hop strongly between layers, so only some of these subbands may fill. Each of these subbands extends over several layers, and neither this estimate nor a separate $C_q$ for each layer applies to them. For a gate oxide of dielectric constant 20, the field is 0.45 MV/cm, well below a rough breakdown field of 4 MV/cm; between layers 1 and 2 it is 0.28 MV/cm. For the doped example, these estimates put most of the induced charge in layer 1, while $r$ itself is only a rough value, since exchange and thickness each lower it noticeably. A design that depends on the charge in layer 2 needs a measured or separately calculated layer compressibility.
